# Gray and Median Phonon Free Paths in a Classical Debye Crystal

## The problem

Heat in an electrically insulating crystal is carried by phonons, and phonons of different frequency travel very different distances between scattering events. A gray model replaces all these distances by one length. This sheet asks how that length compares with the distances over which the heat is really carried, in a model simple enough to be solved in closed form.

The model is as follows.

- There are three acoustic branches, all with the same constant sound speed $v$, so $\omega = vq$ for a wavevector of length $q$. The wavevectors fill a sphere of radius $q_D$, and $\omega_D = vq_D$ is the highest frequency.
- Every mode has the classical heat capacity $k_B$.
- Every mode relaxes independently at the rate $1/\tau = A\omega^2$, with one coefficient $A$ for all branches.

The free path of a mode is $\Lambda = v\tau$, and $\Lambda_{\min}$ is its smallest value. The gray free path $\Lambda_g$ is defined by

$$k = \tfrac13\,C\,v\,\Lambda_g, \qquad (1)$$

where $k$ is the thermal conductivity and $C$ the heat capacity per volume of the acoustic modes. The median free path $\Lambda_{1/2}$ is the length for which half of the conductivity comes from modes with $\Lambda<\Lambda_{1/2}$. The weight is thus the heat conducted, not the heat stored.

**(a)** Find $\Lambda_g/\Lambda_{\min}$.

**(b)** Find the share of the conductivity carried by free paths below a given $\Lambda$, and from it $\Lambda_{1/2}/\Lambda_{\min}$. Which is longer, the gray path or the median?

**(c)** Explain the order found in (b) by identifying what kind of average $\Lambda_g$ is.

**(d)** Evaluate the lengths for lithium fluoride at 400 K, with the rough typical inputs $k = 10$ W/(m K), $v = 5000$ m/s and a cubic lattice constant of 0.40 nm. The cubic cell holds four primitive cells.

## Hints

1. Use the dimensionless frequency $u=\omega/\omega_D$, which runs from 0 to 1. How does the number of modes between $u$ and $u+du$ depend on $u$?
2. Write the contribution of that interval to $k$ before integrating. Two powers of $u$ meet there.
3. A short free path means a high frequency. To collect all paths below $\Lambda$, integrate from some $u$ up to 1, not from 0.
4. For (c), compute the average of $1/\Lambda$, using each mode's share of the conductivity as its weight.

## Solution

### Conductivity of independent modes

Let the temperature vary along $x$, and let $c$ be the heat capacity of one mode per volume of crystal. In a steady state, the drift of phonons down the gradient is balanced by relaxation. The energy density of the mode therefore departs from its local equilibrium value by

$$\delta e = -\tau v_x\, c\,\frac{dT}{dx}.$$

The heat flux is the sum of $v_x\,\delta e$ over modes. Comparing it with $-k\,dT/dx$ gives

$$k = \sum_{\text{modes}} c\,v_x^2\,\tau .$$

The speed and the relaxation time do not depend on direction. Since $v_x^2+v_y^2+v_z^2=v^2$ and the three directions are equivalent, the average of $v_x^2$ over a shell of constant frequency is $v^2/3$. With $v\tau=\Lambda$, a frequency interval whose modes have heat capacity $dC$ contributes

$$dk = \tfrac13\,v\,\Lambda\,dC. \qquad (2)$$

### Counting modes

Each branch has one mode per primitive cell. With $n$ primitive cells per volume and a density $1/(2\pi)^3$ of wavevectors,

$$n = \frac{1}{(2\pi)^3}\,\frac{4\pi}{3}\,q_D^3 = \frac{q_D^3}{6\pi^2},
\qquad q_D = (6\pi^2 n)^{1/3}.$$

Three branches with $k_B$ per mode give $C=3nk_B$. The fraction of modes below the frequency $u$ is the ratio of two sphere volumes, $(q/q_D)^3=u^3$. Differentiating it gives

$$dC = 3C\,u^2\,du. \qquad (3)$$

### (a) The gray path

The free path is

$$\Lambda = v\tau = \frac{v}{A\omega^2} = \frac{v}{A\omega_D^2}\,\frac{1}{u^2}.$$

It falls with frequency, so the smallest value is reached at $u=1$:

$$\Lambda_{\min}=\frac{v}{A\omega_D^2},\qquad \Lambda(u) = \frac{\Lambda_{\min}}{u^2}. \qquad (4)$$

Inserting (3) and (4) into (2) gives

$$dk = \frac{v}{3}\,\frac{\Lambda_{\min}}{u^2}\,3C\,u^2\,du = C\,v\,\Lambda_{\min}\,du. \qquad (5)$$

The factors $u^2$ cancel. Modes of low frequency are few, but they travel far, and for this scattering law the two effects compensate: equal frequency intervals conduct equal amounts of heat. Integration from 0 to 1 gives

$$k = C\,v\,\Lambda_{\min}.$$

Equating this to definition (1), $k=Cv\Lambda_g/3$, yields

$$\boxed{\Lambda_g = 3\,\Lambda_{\min}.}$$

### (b) The median path

By (4), the condition $\Lambda(u)<\Lambda$ is the same as $u>\sqrt{\Lambda_{\min}/\Lambda}$. By (5), the conductivity is spread uniformly over $u$, so the share carried by these modes is the length of the interval they occupy:

$$F(\Lambda) = 1-\sqrt{\frac{\Lambda_{\min}}{\Lambda}},\qquad \Lambda\ge\Lambda_{\min}. \qquad (6)$$

Setting $F=1/2$ gives $\sqrt{\Lambda_{\min}/\Lambda_{1/2}}=1/2$, hence

$$\boxed{\Lambda_{1/2} = 4\,\Lambda_{\min}.}$$

The gray path lies below the median, with $\Lambda_{1/2}/\Lambda_g=4/3$. The share of heat carried by paths shorter than the gray path is $F(3\Lambda_{\min})=1-1/\sqrt3$, or 42.3 %.

The choice of weight matters. If modes are weighted by the heat they store, equation (3) gives the share with $u>u_0$ as $1-u_0^3$. This equals one half at $u_0=2^{-1/3}$, where the free path is $2^{2/3}\Lambda_{\min}\approx1.587\,\Lambda_{\min}$. That median lies below the gray path. Most of the stored heat sits in modes of high frequency and short path, while the conducted heat is spread evenly over frequency.

Results (a) and (b) were tested by a direct sum of $c\,v_x^2\tau$ over a cubic grid of wavevectors, with 2,144,834 points in one octant of the Debye sphere and the values of part (d) as input. The sum gave $\Lambda_g/\Lambda_{\min}=2.992$, a conducted-heat median of $3.978\,\Lambda_{\min}$ and a stored-heat median of $1.587\,\Lambda_{\min}$. The first two fall short of 3 and 4 by 0.3 % and 0.6 %. The grid has 160 steps along the radius and samples a summand that grows as $1/q^2$ towards the origin, so a relative error of the order of $1/160$ is to be expected.

### (c) Why the gray path is the shorter one

Let angle brackets denote an average in which each mode is weighted by its share $dk/k$ of the conductivity. From (2), $dk/\Lambda = v\,dC/3$, so

$$\left\langle\frac1\Lambda\right\rangle = \frac1k\int\frac{dk}{\Lambda} = \frac{v}{3k}\int dC = \frac{Cv}{3k} = \frac{1}{\Lambda_g}. \qquad (7)$$

The gray path is the harmonic mean of the free paths of the conducted heat. This step used a constant speed, but not the quadratic law. A harmonic mean responds to a long tail only through the share of heat the tail carries, not through the length of its paths. For the quadratic law, removing all paths above $100\,\Lambda_{\min}$ removes 10 % of the conductivity and lowers $\Lambda_g$ by about 10 %.

For the quadratic law, $1/\Lambda=u^2/\Lambda_{\min}$, and $u$ is uniformly distributed between 0 and 1. Therefore

$$\frac{\Lambda_{\min}}{\Lambda_g}=\langle u^2\rangle=\int_0^1u^2\,du=\frac13,
\qquad
\frac{\Lambda_{\min}}{\Lambda_{1/2}}=\left(\frac12\right)^2=\frac14 .$$

The median of $u$ coincides with its mean, $1/2$. The mean square exceeds the squared mean by the variance, $1/3-1/4=1/12$. Because mean and median of $u$ coincide here, that positive variance places the gray path below the median. A spread of paths alone does not fix the order, as Variation 1 shows.

The arithmetic mean behaves quite differently. If frequencies below $u_c$ are left out,

$$\frac{\langle\Lambda\rangle}{\Lambda_{\min}}=\frac{\int_{u_c}^1u^{-2}\,du}{\int_{u_c}^1du}=\frac{1/u_c-1}{1-u_c}=\frac1{u_c}.$$

It is 10 for $u_c=0.1$ and 100 for $u_c=0.01$, and it grows without limit as $u_c\to0$. The conductivity itself stays finite. The spectrum thus has a finite median and a finite harmonic mean, but no arithmetic mean.

### (d) Lithium fluoride at 400 K

Lithium fluoride is an electrical insulator, so phonons carry its heat. The density of primitive cells is

$$n=\frac{4}{(0.40\times10^{-9}\ \text{m})^3}=6.25\times10^{28}\ \text{m}^{-3}.$$

This gives $q_D=15.47$ nm$^{-1}$, $\omega_D=vq_D=7.73\times10^{13}$ rad/s and $C=3nk_B=2.589\times10^6$ J/(m³ K). The gray path follows from (1):

$$\Lambda_g=\frac{3k}{Cv}=\frac{3\times10}{2.589\times10^6\times5000}\ \text{m}=2.32\ \text{nm}.$$

The other two lengths are

$$\Lambda_{\min}=\frac{\Lambda_g}{3}=0.77\ \text{nm},\qquad \Lambda_{1/2}=4\Lambda_{\min}=3.09\ \text{nm}.$$

The scattering coefficient that belongs to them is $A=v/(\Lambda_{\min}\omega_D^2)=1.08\times10^{-15}$ s.

The tail is long. By (6), the share of heat carried by paths above 100 nm is $\sqrt{0.773/100}=8.8$ %, although 100 nm is more than forty times the gray path. This figure rests on linear dispersion; the sine dispersion introduced below raises it to about 21 % at the same conductivity. At the other end, $\Lambda_{\min}$ is only about twice the shortest wavelength, $2\pi/q_D=0.41$ nm. The picture of a phonon as a particle flying between collisions is therefore marginal near the cutoff.

### How far the real crystal departs from the model

The inputs are rough, and the lengths in nanometres are estimates within the model. The table shows what happens when one assumption at a time is relaxed. The conductivity is held at 10 W/(m K) throughout, so $A$ is readjusted where needed: it falls to $1.02\times10^{-15}$ s in the second row and to $0.61\times10^{-15}$ s in the fourth. In the third row it keeps its value, because $v^2\tau=1/(Aq^2)$ does not depend on the speed of a linear branch.

| Model | $\Lambda_g$ (nm) | $\Lambda_{1/2}$ (nm) | $\Lambda_{1/2}/\Lambda_g$ |
|---|---|---|---|
| as solved above | 2.32 | 3.09 | 1.33 |
| quantum heat capacity | 2.58 | 3.58 | 1.39 |
| unequal sound speeds | 2.17 | 3.00 | 1.38 |
| sine dispersion | 6.41 | 15.04 | 2.35 |

The acoustic Debye temperature $\hbar\omega_D/k_B$ is 591 K, so 400 K is not deep in the classical regime. A mode at the cutoff holds 0.836 of its classical heat capacity. This lengthens the gray path by about 11 %, because less stored heat must account for the same conductivity.

The third row uses rough speeds of 7000 m/s for the longitudinal branch and 4500 m/s for the two transverse ones, with the same $q_D$ and the same $A$ for all. The gray path is taken from (1) with their arithmetic mean, 5333 m/s. This is somewhat above the 5000 m/s of the first row, and the gray path is shorter in the ratio 5000/5333.

Dispersion is the largest of these three effects. The last row takes $\omega\propto\sin(\pi q/2q_D)$ with the same sound speed at small $q$, so the group velocity falls to zero at the cutoff. The gray path, now defined by $k=\frac13\Lambda_g\int v\,dC$ with $v$ the group velocity, grows by a factor $6.41/2.32\approx2.8$. Since $k$ is fixed, this is the factor by which the average group velocity has dropped. The median grows by a factor of 4.9. The smallest free path is now zero, so the ratios 3 and 4 lose their meaning. The order $\Lambda_g<\Lambda_{1/2}$ survives in all four rows.

A further ambiguity lies in the heat capacity. Lithium fluoride has two atoms per primitive cell and hence three optical branches. If their classical heat capacity is counted in (1), $C$ doubles and the gray path drops to 1.16 nm, with no change in how the heat travels. A quoted gray path therefore has a meaning only together with the heat capacity and the speed used to obtain it. Heat carried by optical modes, and departures from the quadratic law, are not sized here for this crystal.

## Variation 1: another power of frequency

**Question.** Let $1/\tau\propto\omega^p$ with $0<p<3$. For which $p$ is the gray path still shorter than the median?

**Solution.** Now $\Lambda=\Lambda_{\min}/u^p$, and (2) with (3) gives $dk=Cv\Lambda_{\min}\,u^{2-p}\,du$. Integration yields

$$k=\frac{Cv\Lambda_{\min}}{3-p},\qquad \frac{\Lambda_g}{\Lambda_{\min}}=\frac{3}{3-p}.$$

The condition $p<3$ is needed for the integral to converge at $u=0$. For $p\ge3$, the low frequencies would make the conductivity infinite, and some other scattering, such as that at boundaries, must be included.

The share of heat carried above the frequency $u_0$ is $1-u_0^{3-p}$. It equals one half at $u_0=2^{-1/(3-p)}$, so

$$\frac{\Lambda_{1/2}}{\Lambda_{\min}}=u_0^{-p}=2^{p/(3-p)}.$$

To compare the two, set $a=p/(3-p)$. Then $3/(3-p)=1+a$, and the question is whether $1+a<2^a$. The two sides are equal at $a=0$ and $a=1$. The function $2^a$ is convex, so it lies below the straight line $1+a$ between these points and above it for $a>1$. The point $a=1$ corresponds to $p=3/2$. Hence

$$\Lambda_g<\Lambda_{1/2}\quad\text{for}\quad \tfrac32<p<3,\qquad
\Lambda_g>\Lambda_{1/2}\quad\text{for}\quad 0<p<\tfrac32 .$$

At $p=3/2$, both lengths are $2\Lambda_{\min}$. For $p=2$, the values 3 and 4 return. For a linear law, $p=1$, the gray path is $1.5\,\Lambda_{\min}$ and the median $1.414\,\Lambda_{\min}$, so the order is reversed. The gray path is a harmonic mean in every case, but a harmonic mean need not lie below the median. Here it does so when the tail of long paths is heavy enough.

## Variation 2: a layer with boundary scattering

**Question.** In a small structure, boundaries add a scattering rate $v/L$ for every mode, with a fixed length $L$. By how much does the conductivity fall for $L=100$ nm, and what does the gray model predict? Return to the quadratic law and the numbers of part (d).

**Solution.** Adding the rates (Matthiessen's rule) replaces $1/\Lambda$ by $1/\Lambda+1/L$, so each free path is multiplied by $1/(1+\Lambda/L)$. With $s=\sqrt{\Lambda_{\min}/L}$, we have $\Lambda/L=s^2/u^2$. By (5), the heat is uniform in $u$, so the reduced conductivity $k_L$ obeys

$$\frac{k_L}{k}=\int_0^1\frac{du}{1+s^2/u^2}=\int_0^1\frac{u^2}{u^2+s^2}\,du=\int_0^1\left(1-\frac{s^2}{u^2+s^2}\right)du .$$

The antiderivative of $s^2/(u^2+s^2)$ is $s\arctan(u/s)$, hence

$$\frac{k_L}{k}=1-s\arctan\frac1s. \qquad (8)$$

The gray model applies the same rule to its single path:

$$\left(\frac{k_L}{k}\right)_{\text{gray}}=\frac{1}{1+\Lambda_g/L}=\frac1{1+3s^2}.$$

For $L=100$ nm, $s=\sqrt{0.773/100}=0.088$. Equation (8) gives $k_L/k=0.870$, or 8.7 W/(m K). The gray model gives $1/(1+0.0232)=0.977$, or 9.8 W/(m K). The spectral loss is 13 % of the bulk value and the gray loss 2.3 %. The same sum over wavevectors as before, with each path shortened in this way, gives 0.872, in agreement with (8).

The limits show where the difference comes from. For a large structure, $s\ll1$ and $\arctan(1/s)\approx\pi/2$, so the loss is about $\pi s/2$ and falls as $L^{-1/2}$. The gray loss is about $3s^2$ and falls as $L^{-1}$. The slow decay comes from the tail of long paths, which the gray model lacks. For a very small structure, $s\gg1$ and $\arctan(1/s)\approx1/s-1/(3s^3)$, so (8) tends to $1/(3s^2)=L/\Lambda_g$. The gray formula has the same limit. All paths are then cut to about $L$, and the details of the bulk spectrum no longer matter.

The sign of the gray error is fixed for any spectrum with constant $v$. Written in terms of $y=1/\Lambda$, the factor $1/(1+\Lambda/L)$ is $yL/(1+yL)$, a concave function of $y$. The average of a concave function does not exceed its value at the average, and by (7) the average of $y$ is $1/\Lambda_g$. Under Matthiessen's rule with one fixed $L$, the gray model therefore never overstates the loss.

For a real layer, $L$ is an effective length set by thickness, grain size, surface roughness and the direction of heat flow; it is not simply the thickness. The losses above also rest on linear dispersion. With the sine dispersion, the same bulk conductivity and a boundary rate set by the group velocity, the spectral loss at $L=100$ nm is about 27 % instead of 13 %, and the gray loss about 6 % instead of 2.3 %. The percentages are therefore not predictions for a real lithium fluoride layer. Within the model, a gray path far below the size of a structure does not by itself show that size effects are negligible. For $L$ well above $\Lambda_{\min}$, a better guide is the share of heat carried by paths longer than $L$, which by (6) is $1-F(L)=s$. It falls as $L^{-1/2}$, like the loss itself, but is smaller than the loss by a factor that tends to $\pi/2$ for large $L$; the factor is 1.26 at $L=10\,\Lambda_{\min}$ and 1.48 at $L=100$ nm.

## Numbers as computed

```
Temperature: 400 K
Conductivity (rough input): 10.0 W/(m K)
Mean sound speed (rough input): 5000 m/s
Lattice constant (rough input): 0.40 nm
Boundary length: 100 nm
Primitive cells per volume: 6.250e+28 1/m^3
Debye wavevector: 15.47 1/nm
Debye angular frequency: 7.734e+13 rad/s
Acoustic Debye temperature: 591 K
Shortest wavelength: 0.406 nm
Acoustic heat capacity: 2.589e+06 J/(m^3 K)
Scattering coefficient A: 1.082e-15 s
Minimum free path: 0.773 nm
Gray free path: 2.318 nm
Median free path: 3.090 nm
Grid: wavevectors in octant: 2144834 (count)
Grid: conductivity: 9.973 W/(m K)
Grid: gray / minimum: 2.992 (ratio)
Grid: median / minimum: 3.978 (ratio)
Grid: stored-heat median / minimum: 1.587 (ratio)
Formula: stored-heat median / minimum: 1.587 (ratio)
Heat share below gray path, formula: 42.3 %
Heat share below gray path, grid: 42.4 %
Heat share above boundary length: 8.8 %
Arithmetic mean / minimum, cutoff 0.1: 10.0 (ratio)
Arithmetic mean / minimum, cutoff 0.01: 100.0 (ratio)
Layer / bulk conductivity, spectral: 0.870 (ratio)
Layer / bulk conductivity, grid: 0.872 (ratio)
Layer / bulk conductivity, gray: 0.977 (ratio)
Layer conductivity, spectral: 8.70 W/(m K)
Layer conductivity, gray: 9.77 W/(m K)
Linear law: gray / minimum: 1.500 (ratio)
Linear law: median / minimum: 1.414 (ratio)
Quantum / classical heat at cutoff: 0.836 (ratio)
Longitudinal speed (rough input): 7000 m/s
Transverse speed (rough input): 4500 m/s
Base model: gray path: 2.32 nm
Base model: median path: 3.09 nm
Base model: median / gray: 1.333 (ratio)
Quantum heat: gray path: 2.58 nm
Quantum heat: median path: 3.58 nm
Quantum heat: median / gray: 1.390 (ratio)
Sine dispersion: gray path: 6.41 nm
Sine dispersion: median path: 15.04 nm
Sine dispersion: median / gray: 2.347 (ratio)
Unequal speeds: gray path: 2.17 nm
Unequal speeds: median path: 3.00 nm
Unequal speeds: median / gray: 1.378 (ratio)
Gray path if optical heat is counted: 1.16 nm
```
